# The ballistic wind valence from momentum balance at an isolated scatterer

**Q.** A current in a metal line is said to push atoms along with the electrons. What is the force, and what would count as a derivation of its size?

**A.** An electron deflected by an atom changes its momentum, and the atom takes up the difference. If as many electrons arrive from one side as from the other, these contributions cancel on average. A current upsets the balance, and the average force that remains is the wind force. We need its value per unit electric field.

I take a simple metal: independent electrons in a parabolic, isotropic band, with density $n$ counting both spins. In Hartree units $\hbar=m=e=1$, so the velocity is $\mathbf v=\mathbf k$ and the electron charge is $-1$. In a uniform field $\mathbf E$, define the wind valence by

$$\mathbf F=Z_w\mathbf E .$$

A negative $Z_w$ means a force against the field, the way the electrons drift. The direct force of the field on the atom's own charge is a separate term, and I do not calculate it here.

**Q.** Begin with one electron direction. What force does a beam exert?

**A.** Let the scatterer be a fixed, spherical, short-range potential $V(r)$. It is static, so collisions are elastic and $|\mathbf k'|=|\mathbf k|$. A beam of unit density carries a flux $v$, and electrons are sent into the solid angle $d\Omega$ at the rate $v(d\sigma/d\Omega)d\Omega$. Each gives up $\mathbf k-\mathbf k'$. The transverse parts cancel in the integral over azimuth, and the part along the beam is $k(1-\cos\Theta)$, where $\Theta$ is the deflection angle. Hence

$$\mathbf F_{\rm beam}=v\,\mathbf k\,\sigma_{tr},\qquad
\sigma_{tr}=\int\frac{d\sigma}{d\Omega}(1-\cos\Theta)\,d\Omega .$$

A slight deflection counts little and a reversal counts twice.

**Q.** That treats electrons as pellets. In quantum mechanics the force is a gradient of the potential, averaged over a wave. And surely an attractive well pulls where a barrier pushes?

**A.** The two descriptions agree. Let the scatterer sit at $\mathbf R$. Its interaction energy with an electron density $\rho$ is $\int\rho(\mathbf r)V(|\mathbf r-\mathbf R|)d^3r$. Minus the derivative with respect to $\mathbf R$ is the force on the scatterer,

$$\mathbf F=\int\rho\,\nabla V\,d^3r .$$

By Ehrenfest's theorem the electron's momentum changes at the rate $-\int\rho\nabla V\,d^3r$, so the scatterer gains what the electron loses.

Now send in a long wave packet whose area $A$ is much larger than the scatterer. It emerges in $d\Omega$ with probability $(d\sigma/d\Omega)d\Omega/A$ and keeps its momentum $\mathbf k$ with probability $1-\sigma/A$, where $\sigma$ is the total cross section. Its mean momentum loss is $\mathbf k\sigma_{tr}/A$. At unit density $vA$ packets arrive per unit time, and the beam force follows.

The sign of $V$ does not set the sign of the force, because $1-\cos\Theta\ge0$. A well draws electrons in from all sides, but the deflected wave still carries away less forward momentum than came in.

As a test, take $V=V_0e^{-r^2/a^2}$ with $a=2$ bohr and $k=0.63972$ bohr$^{-1}$. The force integral over the numerically computed scattering wave is 3.644343 hartree/bohr for $V_0=-0.3$ hartree, and $k^2\sigma_{tr}$ gives the same digits. For $V_0=+0.3$ hartree both are 2.262890 hartree/bohr.

**Q.** How do you obtain $\sigma_{tr}$ from the potential?

**A.** From the phase shifts $\delta_l$. The scattering amplitude is

$$f(\Theta)=\frac1k\sum_l(2l+1)a_lP_l(\cos\Theta),\qquad a_l=e^{i\delta_l}\sin\delta_l .$$

Since $\int_{-1}^{1}P_l^2dx=2/(2l+1)$, the total cross section is

$$\sigma=\frac{4\pi}{k^2}\sum_l(2l+1)|a_l|^2
=\frac{4\pi}{k^2}\sum_l(l+1)\left(|a_l|^2+|a_{l+1}|^2\right).$$

The second form holds because $|a_l|^2$ appears $l+1$ times from its own term and $l$ times from the preceding one.

For the part with $\cos\Theta=x$, use $(2l+1)xP_l=(l+1)P_{l+1}+lP_{l-1}$. Only neighbouring orders overlap:

$$\int_{-1}^{1}xP_lP_{l+1}dx=\frac{2(l+1)}{(2l+1)(2l+3)} .$$

The two cross terms of each pair then give

$$\int|f|^2\cos\Theta\,d\Omega=\frac{4\pi}{k^2}\sum_l(l+1)\,2\,{\rm Re}(a_la_{l+1}^*) .$$

Subtracting leaves $|a_l-a_{l+1}|^2$ in each term. Because $a_l=(e^{2i\delta_l}-1)/2i$, this equals $\sin^2(\delta_l-\delta_{l+1})$. Thus

$$\sigma_{tr}=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}) .$$

For the well, the first four phase shifts are 0.7042, 0.2175, 0.0308 and 0.0034 rad. The first three terms of the sum are 0.21879, 0.06892 and 0.00225. Multiplied by $4\pi/k^2=30.707$ bohr$^2$, they give 8.904 bohr$^2$; the full sum is 8.905 bohr$^2$. The total cross section is 17.31 bohr$^2$, so the mean value of $1-\cos\Theta$ per collision is 0.51.

**Q.** A metal is not a beam in vacuum. Most final states are occupied, so the exclusion principle should forbid most of your collisions.

**A.** It forbids many of them, but the blocked contributions cancel in pairs. Write $f_{\mathbf k}$ for the occupation of a state and $w_{\mathbf k\mathbf k'}$ for the elastic scattering rate. The force is proportional to

$$\sum_{\mathbf k\mathbf k'}w_{\mathbf k\mathbf k'}f_{\mathbf k}(1-f_{\mathbf k'})(\mathbf k-\mathbf k') .$$

For a spherical potential $w$ depends on the energy and on the angle between $\mathbf k$ and $\mathbf k'$, so it is symmetric under their exchange. The product $f_{\mathbf k}f_{\mathbf k'}$ is symmetric too, while $\mathbf k-\mathbf k'$ changes sign. The blocking term therefore sums to zero, whatever the occupation. What remains is the beam force added over all electrons:

$$\mathbf F=2\int\frac{d^3k}{(2\pi)^3}\,f_{\mathbf k}\,v\,\sigma_{tr}(k)\,\mathbf k .$$

The factor 2 is for spin. The argument needs elastic scattering: with energy exchange, forward and reverse rates generally differ.

This was tested with a strongly lopsided occupation on a sphere of directions, $1/(1+e^{-3\mu})$, with $\mu$ the cosine of the angle to an axis. The force summed with blocking, divided by $\sigma_{tr}$ times the unblocked sum, is 1.00000000.

**Q.** Then what does the field do to $f$?

**A.** An electron feels the force $-\mathbf E$, so $d\mathbf k/dt=-\mathbf E$. Let $f_0(\varepsilon)$ be the equilibrium occupation and $\delta f$ its change. For a steady, uniform current with relaxation time $\tau$, the Boltzmann equation to first order in the field is

$$-\mathbf E\cdot\nabla_{\mathbf k}f_0=-\frac{\delta f}{\tau}
\quad\Longrightarrow\quad
\delta f=\tau\,\mathbf E\cdot\mathbf v\,\frac{\partial f_0}{\partial\varepsilon} .$$

Here $\nabla_{\mathbf k}f_0=\mathbf v\,\partial f_0/\partial\varepsilon$. Since $\partial f_0/\partial\varepsilon$ is negative, states moving along $\mathbf E$ are depleted and those moving against it are filled. This is the Fermi sphere displaced by $\mathbf q=-\mathbf E\tau$.

**Q.** You have slipped in one relaxation time. Is it the time between collisions?

**A.** In general it is not. Let the host's own scatterers have density $n_h$ and differential cross section $h(\Theta)$. Their collision term is

$$n_hv\int h(\Theta)\left[\delta f(\mathbf k')-\delta f(\mathbf k)\right]d\Omega' .$$

The field makes $\delta f$ proportional to $\cos\theta$, where $\theta$ is the angle between $\mathbf k$ and $\mathbf E$. In the integral over $\mathbf k'$ the component of $\mathbf k'$ perpendicular to $\mathbf k$ averages out, so $\cos\theta'$ may be replaced by $\cos\Theta\cos\theta$. The collision term becomes $-\delta f\,v/\ell$, with

$$\frac1\ell=n_h\int h(\Theta)(1-\cos\Theta)\,d\Omega,\qquad \tau=\frac{\ell}{v} .$$

This $\ell$ is the transport mean free path. If $h$ is proportional to $(1+\cos\Theta)^2$, the integrals over $x=\cos\Theta$ are $\int(1+x)^2dx=8/3$ and $\int(1+x)^2(1-x)dx=4/3$. Collisions then occur twice as often as momentum is lost: a transport path of 500 bohr belongs to 250 bohr between collisions.

**Q.** Put the pieces together, keeping the sign.

**A.** The equilibrium part $f_0$ gives no force, since $\mathbf k$ and $-\mathbf k$ are equally occupied. Insert $\delta f$ and take the component along $\mathbf E$. The factor $\cos^2\theta$ averages to $1/3$ over directions, and $2\cdot4\pi/(2\pi)^3=1/\pi^2$, so

$$F=\frac{E}{3\pi^2}\int_0^\infty k^2\,\tau v^2k\,\sigma_{tr}(k)\,
\frac{\partial f_0}{\partial\varepsilon}\,dk .$$

At zero temperature $\partial f_0/\partial\varepsilon=-\delta(\varepsilon-\varepsilon_F)$, and $dk=d\varepsilon/v$. One factor $v$ cancels, and the other combines with $\tau$ to give $\ell$:

$$F=-\frac{k_F^3}{3\pi^2}\,\ell\,\sigma_{tr}(k_F)\,E .$$

A Fermi sphere with two spins holds $n=k_F^3/(3\pi^2)$ electrons per volume. Therefore

$$\boxed{Z_w=-\,n\,\ell\,\sigma_{tr}(k_F)} .$$

The minus sign comes from the electron charge. The product has no dimension: it is the number of electrons in a tube of length $\ell$ and cross section $\sigma_{tr}$. In SI units the force is $Z_weE$.

At a small finite temperature $T$, the energy derivative samples a range of order $k_BT$ around $\varepsilon_F$. If the rest of the integrand is smooth there, the relative correction is of order $(k_BT/\varepsilon_F)^2$.

**Q.** The full density $n$ appears, yet you say the force comes from the Fermi surface. Which is it?

**A.** Both readings describe the same integral. In terms of the displacement,

$$\mathbf F=n\,v_F\,\sigma_{tr}(k_F)\,\mathbf q .$$

It looks as if each of the $n$ electrons delivered its drift momentum $\mathbf q$ at the rate $v_F\sigma_{tr}$. But deep inside the displaced sphere both $\mathbf k$ and $-\mathbf k$ are filled, and their forces cancel. The uncancelled electrons form a thin layer at the surface, each carrying momentum of order $k_F$. That is why the cross section is taken at $k_F$ and not averaged over the sphere.

For a finite displacement, reversing $\mathbf q$ reverses $\mathbf F$, so the relative correction begins at order $(q/k_F)^2$. With $q=0.01k_F$ and $\sigma_{tr}$ recomputed at each energy, the force on the well is 0.99999 of the linear result. For $q/k_F$ from 0.01 to 0.1 the relative deviation stays near $-0.14\,(q/k_F)^2$, which confirms the order.

**Q.** Give me an example with numbers.

**A.** Take $r_s=3$ bohr, the radius of a sphere containing one electron, and $\ell=500$ bohr, or 26.5 nm. These are round parameters, not a particular metal. The density is $n=3/(4\pi r_s^3)=0.008842$ bohr$^{-3}$ and $k_F=0.63972$ bohr$^{-1}$, the value used above. For the well,

$$Z_w=-0.008842\times500\times8.905=-39.4 .$$

For the barrier of equal height and width, $\sigma_{tr}=5.529$ bohr$^2$ and $Z_w=-24.4$. To first order in $V_0$ the amplitude is proportional to $V_0$, and the two signs would give equal cross sections. The difference therefore shows that scattering beyond first order matters here. The first-order value is 8.89 bohr$^2$ for either sign, and the barrier falls far below it. The well lies close to it only by accident, since at a tenth of the depth the well already exceeds first order by about 3%.

The whole chain was also tested without assuming the $\cos\theta$ form of $\delta f$. The Boltzmann equation was solved on a grid of directions with the host law $(1+\cos\Theta)^2$, and the momentum transfers to the well were summed over pairs of directions. This gives $-39.3693$, as does the formula. Using the 250 bohr between collisions would give $-19.7$, half the right value.

**Q.** Is a cleaner metal then worse for the atom, since $\ell$ is longer?

**A.** At fixed field it is, but at fixed current density $j$ it is not. The current is

$$j=-2\int\frac{d^3k}{(2\pi)^3}\,v\cos\theta\,\delta f
=\frac{k_F^2\tau v_F}{3\pi^2}E=n\tau E ,$$

where the last step uses $v_F=k_F$. The resistivity is $\rho=E/j=1/(n\tau)=k_F/(n\ell)$, and so

$$F=Z_w\rho j=-k_F\,\sigma_{tr}\,j .$$

The mean free path has dropped out. A cleaner metal has a larger $|Z_w|$, but needs a smaller field to carry the same current.

**Q.** Can the valence be read from a resistance, without knowing $V$?

**A.** It can in this model. Add a density $n_d$ of such scatterers, dilute and independent of the host's. Both collision terms act on $\cos\theta$ by multiplying it, so their rates add:

$$\frac1{\ell_{\rm tot}}=\frac1\ell+n_d\sigma_{tr},\qquad
\frac{\Delta\rho}{\rho}=n_d\,\ell\,\sigma_{tr},\qquad
Z_w=-\frac{n}{n_d}\frac{\Delta\rho}{\rho} .$$

Here $\rho$ and $\ell$ belong to the host without the additions. With $n_d=0.001n$, the direction-grid solution gives a resistivity rise of 0.03937 relative to the host, hence $Z_w=-39.37$ for an isolated scatterer. The scatterers actually present feel slightly less at the same field, because $\ell_{\rm tot}=481$ bohr: their valence is $-37.9$.

**Q.** Suppose I keep adding them. Does the total force grow without limit?

**A.** Not at a fixed field, because the field supplies momentum at a limited rate. Label all kinds of scatterer, host included, by $i$. Their forces per volume sum to

$$\sum_in_iF_i=-n\,\ell_{\rm tot}E\sum_in_i\sigma_{tr,i}=-nE ,$$

since the last sum is $1/\ell_{\rm tot}$. In a steady state the electrons pass on all the momentum that the field gives them. The grid solution with the added scatterers reproduces this balance, with a ratio of $-1.00000000$ to $nE$.

If one species did all the scattering, each member would have $Z_w=-n/n_d$, whatever its cross section. A stronger scatterer would then shorten the path in the same proportion. The proportionality of $Z_w$ to a scatterer's own cross section thus rests on other scatterers controlling the current.

**Q.** How strong is the force at a current that a chip might carry?

**A.** Take $j=10^{10}$ A/m$^2$, or 1 MA/cm$^2$. The model resistivity is 3.15 microohm cm, so the field is $3.146\times10^{-8}\times10^{10}=315$ V/m. For the well the force is

$$39.37\times1.602\times10^{-19}\times314.6\ {\rm N}=1.98\times10^{-15}\ {\rm N},$$

directed against $\mathbf E$. Over an atomic hop of roughly 0.25 nm it does work of $39.4\times315\times0.25\times10^{-9}=3\times10^{-6}$ eV. The thermal energy at 500 K is about 0.04 eV. The force therefore does not tear atoms loose; it slightly biases hops that heat already makes possible.

The Fermi sphere moves by $7.5\times10^{-7}k_F$, so the linear treatment of the field is safe.

**Q.** Would you use $-39$ for a real copper or aluminium line?

**A.** I would not. The current density and the path are of a realistic order: copper at room temperature has a path of roughly 40 nm and a resistivity of roughly 2 microohm cm. But effective valences inferred for common interconnect metals are more often of order one to ten in magnitude, so $-39$ is high. Lines under test are hot, which shortens $\ell$. Halving it at fixed $n$ and $\sigma_{tr}$ halves the model value to about $-20$, though at fixed current the force stays the same. Real lines also break the assumption of an isolated scatterer in a uniform metal, since atoms often migrate along grain boundaries and interfaces. How far that moves the number cannot be found from this model; it needs the scattering at those sites.

**Q.** Which of your assumptions would spoil the formula itself, and not just its inputs?

**A.** Three matter most.

- *Ballistic approach.* An electron must reach the scatterer as a free wave, with no coherent return from its neighbours. This requires $\ell$ to be much longer than both the range of $V$ and the Fermi wavelength. In the example $\ell/a=250$ and $k_F\ell=320$, so $\ell$ is about 51 Fermi wavelengths $2\pi/k_F$. Near a vacancy or in a boundary, waves scattered by neighbouring atoms can interfere, and the cross section of one isolated atom need not then give the force on it.
- *Free-electron band.* I used $\mathbf v=\mathbf k$ and a momentum transfer $\mathbf k-\mathbf k'$. In a crystal the waves are Bloch states, velocity need not be parallel to crystal momentum, and the lattice takes up part of the momentum. Neither the magnitude nor the negative sign is then guaranteed by this derivation.
- *Fixed potential and uniform field.* The current rearranges charge around the scatterer and so changes the local field. That response is left out, as is the direct force, so $Z_w$ is not the whole effective valence that governs atomic drift.

Within these limits the potential enters through one number, $\sigma_{tr}(k_F)$. The remaining values of the example are in the numerical output below.

## Computed results

```
Density parameter r_s = 3.0 bohr
Electron density n = 0.008842 bohr^-3
Fermi wave number = 0.63972 bohr^-1
Transport mean free path = 500.0 bohr
Transport mean free path = 26.46 nm
Potential width a = 2.0 bohr
Path / potential width = 250.0 (no unit)
Well potential v0 = -0.30 hartree
Barrier potential v0 = 0.30 hartree
well phase shift l=0: 0.704238 rad
well phase shift l=1: 0.217491 rad
well phase shift l=2: 0.030770 rad
well phase shift l=3: 0.003354 rad
well total cross section = 17.30899 bohr^2
well transport section = 8.90513 bohr^2
well force integral, unit-density beam = 3.644343 hartree/bohr
well k_F^2 sigma_tr, unit-density beam = 3.644343 hartree/bohr
barrier phase shift l=0: -0.543470 rad
barrier phase shift l=1: -0.146143 rad
barrier phase shift l=2: -0.025962 rad
barrier phase shift l=3: -0.003160 rad
barrier total cross section = 10.27013 bohr^2
barrier transport section = 5.52948 bohr^2
barrier force integral, unit-density beam = 2.262890 hartree/bohr
barrier k_F^2 sigma_tr, unit-density beam = 2.262890 hartree/bohr
Well wind valence, formula = -39.3693 (no unit)
Well wind valence, Boltzmann = -39.3693 (no unit)
Barrier wind valence, formula = -24.4457 (no unit)
Blocked / unblocked force = 1.00000000 (no unit)
Test displacement / k_F = 0.010 (no unit)
Displaced-sphere / linear force = 0.9999862 (no unit)
Host path between collisions = 250.00 bohr
Wrong valence from collision path = -19.6847 (no unit)
Added scatterers / electrons = 0.0010 (no unit)
Relative resistivity rise = 0.039369 (no unit)
Valence from resistivity rise = -39.3693 (no unit)
Path with added scatterers = 481.061 bohr
Valence with added scatterers = -37.8781 (no unit)
Total force density / (n E) = -1.00000000 (no unit)
Host resistivity = 3.1458 microohm cm
Current density = 1.0e+10 A/m^2
Electric field = 314.578 V/m
Fermi-sphere displacement / k_F = 7.4743e-07 (no unit)
Wind force along E = -1.9843e-15 N
```
